# Why Thin Membranes Can Exceed the Far-Field Blackbody Exchange of Their Edges: a numerical check

```python
"""
Far-field heat exchange of two thin coplanar membranes, edge facing edge.
Result under test: exchange / blackbody exchange of the geometric edges
    R >= (1/2) <Q^2>,   Q = C / tau,
where C is the absorption cross-section per edge length for edge-on light
with E along the edge, tau the thickness, and <> the Planck-difference mean.
Diffraction formula: C = k tau eps'' int_0^w |exp(z^2) erfc(z)|^2 dx,
    z = -(k^2 tau (eps-1)/2) exp(i pi/4) sqrt(x/(2k)).
k: vacuum wavenumber, w: depth along the line of sight, eps: permittivity.
Time factor exp(-i omega t).  Lengths in micrometres unless k = 1 is set.
"""
import numpy as np
from scipy import constants as const, fft
from scipy.special import j0, y0, wofz
from scipy.integrate import quad


def log_integral(x, y, a, b):
    """Integral of ln(r) over an a-by-b rectangle centred at (x, y)."""
    def primitive(p, q):
        return 0.5 * (p*q*np.log(p*p + q*q) - 3*p*q
                      + p*p*np.arctan(q/p) + q*q*np.arctan(p/q))
    return (primitive(x + a/2, y + b/2) - primitive(x - a/2, y + b/2)
            - primitive(x + a/2, y - b/2) + primitive(x - a/2, y - b/2))


def green_cells(ix, iy, a, b, k):
    """Green function (i/4)H0(kr) integrated over the source cells."""
    x, y = np.meshgrid(np.arange(np.ptp(ix) + 1) * a,
                       np.arange(np.ptp(iy) + 1) * b, indexing="ij")
    r = np.hypot(x, y)
    r[0, 0] = 1.0
    area = a * b
    table = area * 0.25j * (j0(k*r) + 1j*y0(k*r))
    near = r < 10 * max(a, b)
    table[near] += (area*np.log(r[near])
                    - log_integral(x[near], y[near], a, b)) / (2*np.pi)
    table[0, 0] = (area * (0.25j - (np.log(k/2) + np.euler_gamma)/(2*np.pi))
                   - log_integral(0.0, 0.0, a, b) / (2*np.pi))
    return table[np.abs(ix[:, None] - ix), np.abs(iy[:, None] - iy)]


def solve_strip(k, eps, w, tau, nx, ny=1, angles=(0.0,)):
    """Full-wave fields and absorption cross-sections for given incidence."""
    a, b = w/nx, tau/ny
    ix, iy = [g.ravel() for g in np.meshgrid(np.arange(nx), np.arange(ny),
                                             indexing="ij")]
    x, y = (ix + 0.5)*a, (iy + 0.5)*b - tau/2
    angles = np.asarray(angles)
    incident = np.exp(1j*k*(np.outer(x, np.cos(angles))
                            + np.outer(y, np.sin(angles))))
    system = -k*k*(eps - 1)*green_cells(ix, iy, a, b, k)
    system[np.diag_indices(nx*ny)] += 1
    field = np.linalg.solve(system, incident)
    absorbed = k*eps.imag*a*b*np.sum(np.abs(field)**2, axis=0)
    return absorbed, field, incident, x, y, a*b


def cross_section(k, eps, w, tau, nx, ny=1):
    return solve_strip(k, eps, w, tau, nx, ny)[0][0]


nodes, weights = np.polynomial.legendre.leggauss(80)
nodes, weights = (nodes + 1)/2, weights/2


def diffraction_formula(k, eps, w, tau):
    x = w*nodes**2
    z = -(k*k*tau*(eps - 1)/2)*np.exp(0.25j*np.pi)*np.sqrt(x/(2*k))
    return k*tau*eps.imag*np.sum(weights*2*w*nodes*np.abs(wofz(1j*z))**2)


# ---------- solver: energy balance (optical theorem), k = 1 ----------
eps_test = 4 + 8j
c_abs, field, inc, x, y, area = solve_strip(1.0, eps_test, 30.0, 0.05, 200)
source = (eps_test - 1)*field[:, 0]*area
c_ext = np.imag(np.sum(source*np.conj(inc[:, 0])))
theta = np.arange(720)*2*np.pi/720
far = np.exp(-1j*np.outer(np.cos(theta), x)) @ source
c_sca = np.mean(np.abs(far)**2)*2*np.pi/(8*np.pi)
balance_error = abs(c_abs[0] + c_sca - c_ext)/c_ext
assert balance_error < 0.01

# ---------- weak limit: Q = k w eps'' ----------
weak_ratio = cross_section(1.0, eps_test, 30.0, 1e-4, 200)/(1e-4*30*8)
assert abs(weak_ratio - 1) < 0.01

# ---------- diffraction formula against the full wave solution ----------
formula_errors = []
for phase_deg in (90, 30):              # pure loss; with a guided wave
    eps = 1 + 5*np.exp(1j*np.radians(phase_deg))
    full = cross_section(1.0, eps, 400.0, 0.02, 1100)
    formula_errors.append(diffraction_formula(1.0, eps, 400.0, 0.02)/full - 1)
assert max(np.abs(formula_errors)) < 0.03

# ---------- deep membranes: logarithmic growth of C ----------
eps = 1 + 100j
growth = (cross_section(1.0, eps, 300.0, 0.01, 1000)
          - cross_section(1.0, eps, 150.0, 0.01, 500))
log_law = 8*eps.imag/(np.pi*0.01*abs(eps - 1)**2)*np.log(2)
log_ratio = growth/log_law
assert abs(log_ratio - 1) < 0.05

# ---------- two-body fluctuational exchange against C1 C2/(lambda d) ----------
n_cell, cell, thick, shift = 100, 0.3, 0.05, 20000
ix = np.concatenate([np.arange(n_cell), np.arange(n_cell) + shift])
g0 = green_cells(ix, np.zeros_like(ix), cell, thick, 1.0)
g_full = np.linalg.solve(np.eye(2*n_cell) - (eps_test - 1)*g0, g0)
transmission = 4*eps_test.imag**2*np.sum(np.abs(g_full[n_cell:, :n_cell])**2)
c_one = cross_section(1.0, eps_test, n_cell*cell, thick, n_cell)
exchange_ratio = transmission/(c_one**2/(2*np.pi*shift*cell))
assert abs(exchange_ratio - 1) < 0.02

# ---------- three-dimensional prefactor from the dyadic Green function ------
dist, loss_volume = 500.0, 1e-3         # k = 1; loss_volume = eps'' * volume
unit = np.diag([1.0, 0.0, 0.0])
dyad = (np.exp(1j*dist)/(4*np.pi*dist)
        * ((1 + 1j/dist - 1/dist**2)*np.eye(3)
           + (-1 - 3j/dist + 3/dist**2)*unit))
trans_3d = 4*loss_volume**2*np.sum(np.abs(dyad)**2)
prefactor_ratio = trans_3d/(2*loss_volume**2/((2*np.pi)**2*dist**2))
assert abs(prefactor_ratio - 1) < 1e-3

# ---------- worked example ----------
tau, w, edge, gap = 0.1, 60.0, 300.0, 5.0e4          # micrometres
t_hot, t_cold = 400.0, 300.0                         # K
eps_inf, strength, nu0, damping = 4.0, 2.0, 25.0, 6.0  # THz for the last two
c_um_thz = const.c*1e6/1e12                          # micrometre * THz


def permittivity(nu):
    return eps_inf + strength*nu0**2/(nu0**2 - nu**2 - 1j*damping*nu)


def radiance(nu, temp):
    """Blackbody spectral radiance, W m^-2 sr^-1 Hz^-1, nu in THz."""
    f = nu*1e12
    return 2*const.h*f**3/const.c**2/np.expm1(const.h*f/(const.k*temp))


nu = np.arange(5.0, 91.0)
wavenumber = 2*np.pi*nu/c_um_thz
eps_nu = permittivity(nu)
difference = radiance(nu, t_hot) - radiance(nu, t_cold)
black_total = const.sigma*(t_hot**4 - t_cold**4)/np.pi
black_quad = quad(lambda v: (radiance(v, t_hot) - radiance(v, t_cold))*1e12,
                  0.01, 300, limit=200)[0]
assert abs(black_quad/black_total - 1) < 1e-4


def mean_half_square(q, step=1):
    """Half the Planck-difference mean of q^2; tails outside the grid omitted."""
    return 0.5*np.trapezoid((difference*q*q)[::step], nu[::step]*1e12)/black_total \
        if hasattr(np, "trapezoid") else \
        0.5*np.trapz((difference*q*q)[::step], nu[::step]*1e12)/black_total


def efficiency_spectrum(depth, thickness):
    cells = int(round(depth/0.25))
    return np.array([cross_section(k, e, depth, thickness, cells)/thickness
                     for k, e in zip(wavenumber, eps_nu)])


q_full = efficiency_spectrum(w, tau)
q_formula = np.array([diffraction_formula(k, e, w, tau)/tau
                      for k, e in zip(wavenumber, eps_nu)])
enhancement = mean_half_square(q_full)
enhancement_formula = mean_half_square(q_formula)
grid_change = mean_half_square(q_full, 2)/enhancement - 1
assert abs(grid_change) < 0.02
assert enhancement > 1
# the formula is paraxial, and the example's sheet is not very weak
assert abs(enhancement_formula/enhancement - 1) < 0.2

by_thickness = {t: mean_half_square(efficiency_spectrum(w, t))
                for t in (0.05, 0.2)}
by_depth = {s: mean_half_square(efficiency_spectrum(s, tau))
            for s in (15.0, 30.0)}
assert by_thickness[0.05] > enhancement > by_thickness[0.2]
assert by_depth[15.0] < by_depth[30.0] < enhancement

power_black = black_total*(edge*tau*1e-12)**2/(gap*1e-6)**2
power_real = power_black*enhancement

# ---------- limits and neglected effects, at the oscillator frequency -------
k0, e0 = 2*np.pi*nu0/c_um_thz, permittivity(nu0)
lam0 = c_um_thz/nu0
c_peak = cross_section(k0, e0, w, tau, 240)
thickness_change = cross_section(k0, e0, w, tau, 240, 3)/c_peak - 1
cell_change = cross_section(k0, e0, w, tau, 480)/c_peak - 1
assert abs(thickness_change) < 0.03 and abs(cell_change) < 0.02

q_thin_30 = cross_section(k0, e0, 30.0, tau, 120)/tau
q_thick_30 = cross_section(k0, e0, 30.0, 10.0, 75, 25)/10.0
assert q_thick_30 < 1.5 < q_thin_30

tilt = np.linspace(0, np.pi/2, 721)
c_tilt = solve_strip(k0, e0, w, tau, 240, 1, tilt)[0]
projected = tau*np.cos(tilt) + w*np.sin(tilt)
crossing = np.degrees(tilt[np.argmax(c_tilt < projected)])
ratio_one_degree = (c_tilt/projected)[np.argmin(abs(tilt - np.radians(1)))]
angle_mean = (np.sum(c_tilt) - (c_tilt[0] + c_tilt[-1])/2)/720
average_ratio = angle_mean/(2*(w + tau)/np.pi)
assert average_ratio < 1 < ratio_one_degree

# other polarization: inner normal field E0/eps, leading order in thickness
other_polarization = mean_half_square(wavenumber*w*np.imag(-1/eps_nu))


def scalar_ribbon(nz, dz, covered):
    """Absorbed cross-section (area) by stepwise scalar diffraction."""
    ny, dy, dx = 256, 1.0, 0.25
    ky = 2*np.pi*np.fft.fftfreq(ny, dy)[:, None]
    kz = 2*np.pi*np.fft.fftfreq(nz, dz)[None, :]
    hop = np.exp(-1j*(ky**2 + kz**2)*dx/(2*k0))
    screen = np.exp(0.5j*k0*(e0 - 1)*tau*dx/dy)
    wave = np.ones((ny, nz), complex)
    absorbed = 0.0
    for _ in range(int(round(w/dx))):
        absorbed += (1 - abs(screen)**2)*np.sum(
            np.abs(wave[0, :covered])**2)*dy*dz
        wave[0, :covered] *= screen
        wave = fft.ifft2(fft.fft2(wave)*hop)
    return absorbed


end_effect = (scalar_ribbon(256, 2.0, int(edge/2))/edge
              / scalar_ribbon(1, 1.0, 1) - 1)
assert abs(end_effect) < 0.2

# ---------- output ----------
print("TESTS (ratios should be 1, errors 0)")
print(f"energy balance, relative error: {balance_error:.1e}")
print(f"full wave / weak limit k w eps'': {weak_ratio:.4f}")
print(f"diffraction formula error, pure loss: {formula_errors[0]:+.4f}")
print(f"diffraction formula error, guided wave: {formula_errors[1]:+.4f}")
print(f"growth on doubling depth / log law: {log_ratio:.4f}")
print(f"two-body exchange / C1 C2/(lambda d): {exchange_ratio:.4f}")
print(f"3D dyadic exchange / far-field form: {prefactor_ratio:.6f}")
print("EXAMPLE INPUTS")
print(f"thickness {tau*1e3:.0f} nm, depth {w:.0f} um, edge {edge:.0f} um")
print(f"distance {gap/1e3:.0f} mm, T {t_hot:.0f} K and {t_cold:.0f} K")
print(f"eps_inf {eps_inf:.1f}, oscillator strength {strength:.1f}")
print(f"oscillator {nu0:.0f} THz, damping {damping:.0f} THz")
print("SPECTRUM: nu(THz) lambda(um) eps' eps'' Q_full Q_formula k*w*eps''")
for v in (10, 15, 20, 25, 30, 40, 60):
    i = int(v - nu[0])
    print(f"{v:3d} {c_um_thz/v:6.2f} {eps_nu[i].real:6.2f} "
          f"{eps_nu[i].imag:6.3f} {q_full[i]:7.2f} {q_formula[i]:7.2f} "
          f"{wavenumber[i]*w*eps_nu[i].imag:7.2f}")
print("EXCHANGE")
print(f"ratio to blackbody edges, lower bound: {enhancement:.1f}")
print(f"same from diffraction formula: {enhancement_formula:.1f}")
print(f"net power, blackbody edges: {power_black:.3e} W")
print(f"net power, membranes (lower bound): {power_real:.3e} W")
for t, value in by_thickness.items():
    print(f"ratio at thickness {t*1e3:.0f} nm, depth {w:.0f} um: {value:.1f}")
for s, value in by_depth.items():
    print(f"ratio at depth {s:.0f} um, thickness {tau*1e3:.0f} nm: {value:.1f}")
print(f"AT {nu0:.0f} THz")
print(f"k*tau: {k0*tau:.4f}; cross-section width C: {c_peak:.3f} um")
print(f"depletion depth 8/(k^3 tau^2 |eps-1|^2): "
      f"{8/(k0**3*tau**2*abs(e0 - 1)**2):.1f} um")
print(f"Q at depth 30 um, thickness 100 nm: {q_thin_30:.2f}")
print(f"Q at depth 30 um, thickness 10 um: {q_thick_30:.3f}")
print(f"C / projected width at 1 degree tilt: {ratio_one_degree:.2f}")
print(f"tilt where C equals projected width: {crossing:.2f} degrees")
print(f"angle-averaged C / mean projected width: {average_ratio:.3f}")
print("NEGLECTED EFFECTS AND CHECKS OF SIZE")
print(f"other polarization adds to ratio: {other_polarization:.2f}")
print(f"field variation across thickness, change of C: {thickness_change:+.4f}")
print(f"halved cells, change of C: {cell_change:+.4f}")
print(f"halved frequency resolution, change of ratio: {grid_change:+.4f}")
print(f"ribbon ends, scalar estimate, change of C: {end_effect:+.4f}")
print(f"sqrt(lambda w): {np.sqrt(lam0*w):.1f} um; "
      f"edge^2/lambda: {edge**2/lam0/1e3:.2f} mm")
print("PASS")
```

It prints:

```
TESTS (ratios should be 1, errors 0)
energy balance, relative error: 1.9e-16
full wave / weak limit k w eps'': 0.9989
diffraction formula error, pure loss: +0.0000
diffraction formula error, guided wave: +0.0015
growth on doubling depth / log law: 0.9984
two-body exchange / C1 C2/(lambda d): 1.0002
3D dyadic exchange / far-field form: 1.000004
EXAMPLE INPUTS
thickness 100 nm, depth 60 um, edge 300 um
distance 50 mm, T 400 K and 300 K
eps_inf 4.0, oscillator strength 2.0
oscillator 25 THz, damping 6 THz
SPECTRUM: nu(THz) lambda(um) eps' eps'' Q_full Q_formula k*w*eps''
 10  29.98   6.35  0.269    3.88    3.89    3.38
 15  19.99   6.97  0.669   16.36   16.50   12.62
 20  14.99   8.33  2.307   78.39   79.69   58.02
 25  11.99   4.00  8.333  131.49  131.99  261.98
 30   9.99   0.82  2.083   57.18   57.26   78.58
 40   7.49   2.79  0.298   20.40   20.56   14.97
 60   5.00   3.59  0.050    9.94   10.25    3.78
EXCHANGE
ratio to blackbody edges, lower bound: 1793.0
same from diffraction formula: 1822.8
net power, blackbody edges: 1.137e-16 W
net power, membranes (lower bound): 2.039e-13 W
ratio at thickness 50 nm, depth 60 um: 2620.5
ratio at thickness 200 nm, depth 60 um: 933.1
ratio at depth 15 um, thickness 100 nm: 159.8
ratio at depth 30 um, thickness 100 nm: 551.5
AT 25 THz
k*tau: 0.0524; cross-section width C: 13.149 um
depletion depth 8/(k^3 tau^2 |eps-1|^2): 70.9 um
Q at depth 30 um, thickness 100 nm: 80.75
Q at depth 30 um, thickness 10 um: 1.002
C / projected width at 1 degree tilt: 11.45
tilt where C equals projected width: 11.50 degrees
angle-averaged C / mean projected width: 0.388
NEGLECTED EFFECTS AND CHECKS OF SIZE
other polarization adds to ratio: 15.43
field variation across thickness, change of C: +0.0002
halved cells, change of C: -0.0000
halved frequency resolution, change of ratio: -0.0000
ribbon ends, scalar estimate, change of C: +0.0129
sqrt(lambda w): 26.8 um; edge^2/lambda: 7.51 mm
PASS
```
